# The Thompson energy distribution of sputtered atoms, derived in two ways: a program that tests the result

```python
"""
Result under test: the flux of sputtered atoms per unit outside energy E and
solid angle is proportional to E*cos(theta)/(E+U)**3, with maximum at E = U/2.
U  : height of the planar surface barrier (surface binding energy), eV
E0 : energy of the atom that starts a cascade, eV
mu : direction cosine of a moving atom along the primary direction (the inward
     surface normal in the half-space run)
The cascades are simulated collision by collision between equal masses; the
formulas are compared with the atoms counted in them.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

U = 3.5
E0 = 1000.0
REPULSION = 2.0e4      # prefactor of the exponential repulsion, eV
SITE_LOSS = 1.0        # trial energy lost by each displaced atom, eV
TEMPERATURE = 300.0    # K
COPPER_MASS = 63.546   # atomic mass units
rng = np.random.default_rng(12345)


def collide(energy, mu, softness=1.0, site_loss=0.0):
    """One collision for each atom; returns both partners.
    softness = 1 is hard-sphere sharing, larger values favour small transfers."""
    share = rng.random(energy.size) ** softness
    azimuth = np.cos(2 * np.pi * rng.random(energy.size))
    sine = np.sqrt(np.maximum(0.0, 1 - mu**2))
    mu_struck = mu * np.sqrt(share) + sine * np.sqrt(1 - share) * azimuth
    mu_first = mu * np.sqrt(1 - share) - sine * np.sqrt(share) * azimuth
    energies = np.concatenate([energy * (1 - share), energy * share - site_loss])
    return energies, np.clip(np.concatenate([mu_first, mu_struck]), -1, 1)


def bulk_cascades(count, softness=1.0, site_loss=0.0):
    """Energies (above U) and cosines of all atoms set moving or deflected."""
    energy, mu = np.full(count, E0), np.ones(count)
    all_energy, all_mu = [], []
    while energy.size:
        energy, mu = collide(energy, mu, softness, site_loss)
        alive = energy > U
        energy, mu = energy[alive], mu[alive]
        all_energy.append(energy)
        all_mu.append(mu)
    return np.concatenate(all_energy), np.concatenate(all_mu)


def cross_planar_barrier(energy):
    """Isotropic flux arriving at a plane; U is taken from the normal motion."""
    cosine_squared = rng.random(energy.size)   # flux-weighted directions
    normal = energy * cosine_squared - U
    parallel = energy * (1 - cosine_squared)
    out = normal > 0
    outside = normal[out] + parallel[out]
    return outside, np.sqrt(normal[out] / outside)


def peak_energy(samples, power=0.0):
    """Maximum of E**power * dN/dE from a smooth fit to the histogram."""
    edges = np.geomspace(0.04 * U, 5 * U, 31)
    counts = np.histogram(samples, edges)[0]
    x = np.log(np.sqrt(edges[1:] * edges[:-1]) / U)
    filled = counts > 0
    density = np.log(counts[filled] / np.diff(edges)[filled])
    fit = np.polyfit(x[filled], density, 5, w=np.sqrt(counts[filled]))
    grid = np.linspace(np.log(0.08), np.log(3.0), 4001)
    return U * np.exp(grid[np.argmax(np.polyval(fit, grid) + power * grid)])


def cumulative(energy):
    return (energy / (energy + U)) ** 2 / (1 - U / E0) ** 2


def largest_cdf_gap(samples, cdf):
    ordered = np.sort(samples)
    ranks = (np.arange(ordered.size) + 0.5) / ordered.size
    return np.max(np.abs(ranks - cdf(ordered)))


def half_space(count):
    """Outside energies of atoms leaving a half-space hit at normal incidence.
    Depth is in mean free paths; atoms that fail to escape are reflected."""
    energy, mu, depth = np.full(count, E0), np.ones(count), np.zeros(count)
    escaped = []
    while energy.size:
        depth = depth + mu * rng.exponential(size=energy.size)
        at_surface = depth < 0
        leaves = at_surface & (energy * mu**2 > U)
        escaped.append(energy[leaves] - U)
        mu = np.where(at_surface, -mu, mu)
        depth = np.abs(depth)
        stay = ~leaves
        energy, mu = collide(energy[stay], mu[stay])
        depth = np.tile(depth[stay], 2)
        alive = energy > U
        energy, mu, depth = energy[alive], mu[alive], depth[alive]
    return np.concatenate(escaped)


# Collision density 2*E0/E**2 and mean cosine sqrt(E/E0) against the cascades
n_cascades = 3000
inside, inside_mu = bulk_cascades(n_cascades)
edges = np.geomspace(U, E0, 9)
low, high = edges[:-1], edges[1:]
counted = np.histogram(inside, edges)[0] / n_cascades
expected = 2 * E0 * (1 / low - 1 / high)
density_error = np.max(np.abs(counted / expected - 1))
assert density_error < 0.06      # counting noise in the highest bin is near 1 %
mean_mu = np.histogram(inside, edges, weights=inside_mu)[0] / n_cascades / counted
expected_mu = 4 * np.sqrt(E0) * (low**-0.5 - high**-0.5) / expected
mu_error = np.max(np.abs(mean_mu - expected_mu))
assert mu_error < 0.02

# The inverse-square law for another sharing law: equal ratios per octave
soft_inside, _ = bulk_cascades(1500, softness=3.0)
octaves = np.histogram(soft_inside, U * np.array([1, 2, 4, 8]))[0]
octave_ratios = octaves[:-1] / octaves[1:]
assert np.all(np.abs(octave_ratios - 2) < 0.08)

# Spectrum and angles behind the planar barrier
outside, cos_out = cross_planar_barrier(inside)
gap_all = largest_cdf_gap(outside, cumulative)
gap_normal = largest_cdf_gap(outside[cos_out > 0.8], cumulative)
gap_grazing = largest_cdf_gap(outside[cos_out < 0.4], cumulative)
gap_angle = largest_cdf_gap(cos_out, lambda c: c**2)
assert gap_all < 0.006 and gap_angle < 0.006
assert gap_normal < 0.012 and gap_grazing < 0.012

# Position of the maximum: calculus, and the counted atoms
e, u = sp.symbols("e u", positive=True)
spectrum = e / (e + u) ** 3
stationary = sp.solve(sp.numer(sp.together(sp.diff(spectrum, e))), e)
assert stationary == [u / 2]
assert sp.simplify(sp.diff(spectrum, e, 2).subs(e, u / 2) * u**4).is_negative
peak = float(stationary[0].subs(u, U))
peak_counted = peak_energy(outside)
peak_density = peak_energy(outside, -0.5)
peak_speed = peak_energy(outside, 0.5)
assert abs(peak_counted - U / 2) < 0.03 * U
assert abs(peak_density - U / 5) < 0.03 * U
assert abs(peak_speed - U) < 0.05 * U

# Control: a barrier that ignores direction leaves no interior maximum
control = np.histogram(inside - U, np.linspace(0, 2 * U, 9))[0]
assert np.all(np.diff(control) < 0)

# Median, width and mean
median = brentq(lambda x: cumulative(x) - 0.5, 0.1 * U, 10 * U)
assert abs(np.median(outside) / median - 1) < 0.03


def shape(x):
    return x / (x + U) ** 3


half_low = brentq(lambda x: shape(x) - shape(peak) / 2, 1e-6, peak)
half_high = brentq(lambda x: shape(x) - shape(peak) / 2, peak, 20 * U)
ratio = U / E0
mean = 2 * U * (-np.log(ratio) - 1.5 + 2 * ratio - ratio**2 / 2) / (1 - ratio) ** 2
breaks = [U, 10 * U, 50 * U]
norm = quad(shape, 0, E0 - U, points=breaks, limit=200)[0]
moment = quad(lambda x: x * shape(x), 0, E0 - U, points=breaks, limit=200)[0]
assert abs(moment / norm / mean - 1) < 1e-6
assert abs(np.mean(outside) / mean - 1) < 0.03

# Core size that shrinks with energy: flux 1/(E**2 * ln(2A/E)**2)
soft_core = minimize_scalar(
    lambda x: -shape(x) / np.log(2 * REPULSION / (x + U)) ** 2,
    bounds=(0.05 * U, 3 * U), method="bounded", options={"xatol": 1e-9}).x
local_m = 1 / np.log(2 * REPULSION / (1.5 * U))
power_law_peak = U / (2 * (1 - local_m))
assert abs(soft_core / power_law_peak - 1) < 0.02

# Energy lost at each displaced site, and a true half-space
lossy_inside, _ = bulk_cascades(4000, site_loss=SITE_LOSS)
lossy_peak = peak_energy(cross_planar_barrier(lossy_inside)[0])
batches = [half_space(3000) for _ in range(5)]
surface_atoms = np.concatenate(batches)
surface_peak = peak_energy(surface_atoms)
surface_error = np.std([peak_energy(b) for b in batches], ddof=1) / np.sqrt(5)

speed = np.sqrt(2 * peak * const.e / (COPPER_MASS * const.atomic_mass))
thermal = const.k * TEMPERATURE / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]

print(f"surface binding energy U (rough, copper): {U:.2f} eV")
print(f"cascade energy E0: {E0:.0f} eV")
print(f"simulated bulk cascades: {n_cascades}")
print("energy bin (eV), collisions per cascade: counted, formula; mean cosine: same")
for a, b, c, d, f, g in zip(low, high, counted, expected, mean_mu, expected_mu):
    print(f"  {a:6.1f}-{b:6.1f}  {c:8.3f} {d:8.3f}   {f:6.3f} {g:6.3f}")
print("octave count ratios, soft sharing (2 expected):",
      " ".join(f"{r:.3f}" for r in octave_ratios))
print(f"atoms that crossed the barrier: {outside.size}")
print(f"largest cumulative gap, energy, all angles: {gap_all:.4f}")
print(f"largest cumulative gap, energy, cos > 0.8: {gap_normal:.4f}")
print(f"largest cumulative gap, energy, cos < 0.4: {gap_grazing:.4f}")
print(f"largest cumulative gap, angle: {gap_angle:.4f}")
print(f"maximum of the spectrum, formula: {peak:.3f} eV = {peak / hartree:.5f} hartree")
print(f"maximum of the spectrum, counted atoms: {peak_counted:.3f} eV")
print(f"density-weighted maximum: counted {peak_density:.3f}, U/5 = {U / 5:.3f} eV")
print(f"speed-axis maximum: counted {peak_speed:.3f}, U = {U:.3f} eV")
print(f"copper speed at energy U/2: {speed / 1000:.3f} km/s")
print(f"half-maximum energies: {half_low:.3f} and {half_high:.3f} eV")
print(f"full width at half maximum: {half_high - half_low:.3f} eV")
print(f"fraction of atoms below U/2: {cumulative(peak):.4f}")
print(f"median energy: formula {median:.3f}, counted {np.median(outside):.3f} eV")
print(f"mean energy: formula {mean:.2f}, counted {np.mean(outside):.2f} eV")
print("direction-blind barrier, counts in steps of U/4 from zero:")
print("  " + " ".join(str(c) for c in control))
print(f"mean cosine at inside energy 1.5 U: {np.sqrt(1.5 * U / E0):.4f}")
print(f"repulsion prefactor (rough): {REPULSION / 1000:.0f} keV")
print(f"local exponent m at 1.5 U: {local_m:.4f}")
print(f"maximum with energy-dependent core: {soft_core:.3f} eV")
print(f"maximum from U/(2(1-m)): {power_law_peak:.3f} eV")
print(f"maximum with {SITE_LOSS:.1f} eV lost per displaced atom: {lossy_peak:.3f} eV")
print(f"half-space, escaped atoms counted: {surface_atoms.size}")
print(f"half-space maximum: {surface_peak:.3f} +- {surface_error:.3f} eV")
print(f"half-space median energy: {np.median(surface_atoms):.3f} eV")
print(f"half-space mean energy: {np.mean(surface_atoms):.2f} eV")
print(f"thermal energy kT at {TEMPERATURE:.0f} K: {thermal:.4f} eV")
print(f"ratio of U/2 to kT: {peak / thermal:.1f}")
print("finished without a failed check")
```

Output:

```
surface binding energy U (rough, copper): 3.50 eV
cascade energy E0: 1000 eV
simulated bulk cascades: 3000
energy bin (eV), collisions per cascade: counted, formula; mean cosine: same
     3.5-   7.1   289.633  289.609    0.070  0.070
     7.1-  14.4   143.210  142.831    0.099  0.099
    14.4-  29.2    70.381   70.442    0.141  0.141
    29.2-  59.2    34.603   34.741    0.201  0.201
    59.2- 120.0    17.174   17.134    0.288  0.286
   120.0- 243.2     8.412    8.450    0.406  0.407
   243.2- 493.2     4.193    4.167    0.578  0.579
   493.2-1000.0     2.052    2.055    0.827  0.825
octave count ratios, soft sharing (2 expected): 2.001 2.010
atoms that crossed the barrier: 850358
largest cumulative gap, energy, all angles: 0.0013
largest cumulative gap, energy, cos > 0.8: 0.0026
largest cumulative gap, energy, cos < 0.4: 0.0018
largest cumulative gap, angle: 0.0018
maximum of the spectrum, formula: 1.750 eV = 0.06431 hartree
maximum of the spectrum, counted atoms: 1.737 eV
density-weighted maximum: counted 0.683, U/5 = 0.700 eV
speed-axis maximum: counted 3.562, U = 3.500 eV
copper speed at energy U/2: 2.305 km/s
half-maximum energies: 0.343 and 7.000 eV
full width at half maximum: 6.657 eV
fraction of atoms below U/2: 0.1119
median energy: formula 8.350, counted 8.366 eV
mean energy: formula 29.34, counted 29.37 eV
direction-blind barrier, counts in steps of U/4 from zero:
  342974 228522 163372 122448 95275 76472 62343 51780
mean cosine at inside energy 1.5 U: 0.0725
repulsion prefactor (rough): 20 keV
local exponent m at 1.5 U: 0.1119
maximum with energy-dependent core: 1.972 eV
maximum from U/(2(1-m)): 1.970 eV
maximum with 1.0 eV lost per displaced atom: 2.095 eV
half-space, escaped atoms counted: 90652
half-space maximum: 1.765 +- 0.023 eV
half-space median energy: 7.257 eV
half-space mean energy: 14.47 eV
thermal energy kT at 300 K: 0.0259 eV
ratio of U/2 to kT: 67.7
finished without a failed check
```
